# Egg-box forces from real-space projectors, and how filtering suppresses them: verification in Python

```python
"""Egg-box ripple of a real-space projector on a periodic 1D grid.

Result under test: for a wavefunction limited to |G| < Gc, the grid sum
differs from the projection integral only by projector components at G + m*K
(m nonzero, K = 2*pi/h), all beyond Gamma = K - Gc.  They make the energy vary
as A*cos(K*R).  King-Smith filtering or a mask function suppresses the ripple.

Symbols: L cell length, N grid points, h = L/N, R atom position, s = R/L,
p projector (range RC, unit norm), R0 range of the filtered projectors,
H = T + D|p><p|, S = 1 + Q|p><p|.  Units: eV and angstrom.
The tension is dE/dL at fixed N, s and plane-wave indices.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.special import i0, i1, spherical_jn

HB2M = const.hbar**2 / (2 * const.m_e) / const.e * 1e20   # eV angstrom^2
HARTREE = const.physical_constants["Hartree energy in eV"][0]
L, N, M = 12.0, 40, 12
RC, R0, D, Q = 1.0, 2.0, -25.0, 0.2
n = np.arange(-M, M + 1)
h = L / N
K = 2 * np.pi / h
GC = (M + 0.5) * 2 * np.pi / L
GAMMA = K - GC
NORM = 1 / np.sqrt(RC * 256 / 315)


def gauss(a, b, count):
    x, w = np.polynomial.legendre.leggauss(count)
    return 0.5 * (b - a) * x + 0.5 * (a + b), 0.5 * (b - a) * w


# ---------- raw projector and its analytic transform ----------
def raw(x):
    return NORM * np.where(np.abs(x) < RC, (1 - (x / RC)**2)**2, 0.0)


def raw_slope(x):
    inside = -4 * x / RC**2 * (1 - (x / RC)**2)
    return NORM * np.where(np.abs(x) < RC, inside, 0.0)


def raw_hat(q):
    """Cosine transform of p; power series at small argument."""
    z = np.abs(np.asarray(q, float)) * RC
    z_safe = np.maximum(z, 1e-2)
    closed = spherical_jn(2, z_safe) / z_safe**2
    series = (1 - z**2 / 14 + z**4 / 504) / 15
    return NORM * RC * 16 * np.where(z < 1e-2, series, closed)


# ---------- King-Smith filter ----------
q_in, w_in = gauss(0, GC, 300)
q_free, w_free = gauss(GC, GAMMA, 300)
q_all = np.concatenate([q_in, q_free])
w_all = np.concatenate([w_in, w_free])


def kernel(q1, q2):
    minus = q1[:, None] - q2[None, :]
    plus = q1[:, None] + q2[None, :]
    return R0 * (np.sinc(minus * R0 / np.pi) + np.sinc(plus * R0 / np.pi))


matrix = np.pi * np.eye(len(q_free)) - kernel(q_free, q_free) * w_free
source = kernel(q_free, q_in) @ (w_in * raw_hat(q_in))
ks_free = np.linalg.solve(matrix, source)
ks_hat = np.concatenate([raw_hat(q_in), ks_free])


def ks(x):
    value = np.cos(np.outer(x, q_all)) @ (w_all * ks_hat) / np.pi
    return np.where(np.abs(x) < R0, value, 0.0)


def ks_slope(x):
    value = -np.sin(np.outer(x, q_all)) @ (w_all * q_all * ks_hat) / np.pi
    return np.where(np.abs(x) < R0, value, 0.0)


# ---------- mask filter with a Kaiser-Bessel mask ----------
BETA = R0 * (np.pi / h - GC)


def mask(x):
    root = np.sqrt(np.maximum(1 - (x / R0)**2, 1e-16))
    return i0(BETA * root) / i0(BETA)


def mask_slope(x):
    root = np.sqrt(np.maximum(1 - (x / R0)**2, 1e-16))
    return -BETA * x / (R0**2 * root) * i1(BETA * root) / i0(BETA)


x_core, w_core = gauss(0, RC, 100)
q_m, w_m = gauss(0, np.pi / h, 100)
ratio_hat = 2 * np.cos(np.outer(q_m, x_core)) @ (
    w_core * raw(x_core) / mask(x_core))


def masked(x):
    smooth = np.cos(np.outer(x, q_m)) @ (w_m * ratio_hat) / np.pi
    return np.where(np.abs(x) < R0, mask(x) * smooth, 0.0)


def masked_slope(x):
    smooth = np.cos(np.outer(x, q_m)) @ (w_m * ratio_hat) / np.pi
    slope = -np.sin(np.outer(x, q_m)) @ (w_m * q_m * ratio_hat) / np.pi
    value = mask_slope(x) * smooth + mask(x) * slope
    return np.where(np.abs(x) < R0, value, 0.0)


# ---------- grid projection and the one-electron problem ----------
def grid_vectors(proj, slope, s, length=L, points=N):
    """Projection vector and its derivatives with respect to R and L."""
    j = np.arange(points)
    frac = j / points - s
    d = (frac - np.round(frac)) * length
    wave = np.exp(-2j * np.pi * np.outer(n, j) / points)
    pref = np.sqrt(length) / points
    b = pref * wave @ proj(d)
    dp = slope(d)
    b_r = -pref * wave @ dp
    b_l = b / (2 * length) + pref * wave @ (d * dp) / length
    return b, b_r, b_l


def solve(b, length=L):
    kin = HB2M * (2 * np.pi * n / length)**2
    bb = np.outer(b, b.conj())
    e, c = eigh(np.diag(kin) + D * bb, np.eye(len(n)) + Q * bb)
    return e[0], c[:, 0], kin


def observables(proj, slope, s, length=L, points=N):
    b, b_r, b_l = grid_vectors(proj, slope, s, length, points)
    e, c, kin = solve(b, length)
    amp = np.vdot(b, c)
    weight = 2 * (D - e * Q)
    force = -weight * np.real(np.conj(amp) * np.vdot(b_r, c))
    tension = (-2 * np.sum(kin * np.abs(c)**2) / length
               + weight * np.real(np.conj(amp) * np.vdot(b_l, c)))
    return np.array([e, force, tension])


def first_order(length):
    """Exact-projection state and first-order ripple amplitude A."""
    g = 2 * np.pi * n / length
    b = raw_hat(g) / np.sqrt(length)
    e, c, _ = solve(b, length)
    p0 = b @ c
    alias = c @ raw_hat(g + 2 * np.pi * N / length) / np.sqrt(length)
    return 4 * (D - e * Q) * p0 * alias, e, abs(p0), alias * np.sign(p0)


# ---------- test: grid sum equals the series of aliases ----------
G = 2 * np.pi * n / L
R_test = 0.05
b_grid = grid_vectors(raw, raw_slope, R_test / L)[0]
m = np.arange(-2000, 2001)
shifted = G[:, None] + m[None, :] * K
b_series = (raw_hat(shifted) * np.exp(-1j * shifted * R_test)).sum(1)
b_series /= np.sqrt(L)
alias_error = np.max(np.abs(b_grid - b_series))
assert alias_error < 1e-8

# ---------- test: which band of the projector causes the ripple ----------
harmless = 2 * np.pi * np.arange(M + 1, N - M) / L
below = 2 * np.pi * np.arange(1, N - M) / L


def without_harmless(x):
    return raw(x) - 2 / L * np.cos(np.outer(x, harmless)) @ raw_hat(harmless)


def without_alias(x):
    tail = 2 * np.cos(np.outer(x, below)) @ raw_hat(below)
    return (raw_hat(0.0) + tail) / L


b_cut = grid_vectors(without_harmless, raw_slope, R_test / L)[0]
harmless_change = np.max(np.abs(b_cut - b_grid))
assert harmless_change < 1e-11
s_values = np.arange(64) / 64 / N
e_clean = np.array([solve(grid_vectors(without_alias, raw_slope, s)[0])[0]
                    for s in s_values])
assert np.ptp(e_clean) < 1e-10

# ---------- scan of the atom through one grid spacing ----------
projectors = {"raw": (raw, raw_slope), "King-Smith": (ks, ks_slope),
              "mask": (masked, masked_slope)}
scan = {name: np.array([observables(*f, s) for s in s_values])
        for name, f in projectors.items()}
fine = np.array([observables(raw, raw_slope, s / 2, L, 2 * N)
                 for s in s_values])

# ---------- test: first-order ripple in energy, force and tension ----------
A, E0, P0, alias_sum = first_order(L)
dL = 1e-3
dA = (first_order(L + dL)[0] - first_order(L - dL)[0]) / (2 * dL)
phase = 2 * np.pi * N * s_values
A_scan = 2 * np.mean(scan["raw"][:, 0] * np.cos(phase))
F_scan = 2 * np.mean(scan["raw"][:, 1] * np.sin(phase))
dA_scan = 2 * np.mean(scan["raw"][:, 2] * np.cos(phase))
assert abs(A_scan / A - 1) < 0.01
assert abs(F_scan / (K * A) - 1) < 0.01
assert abs(dA_scan / dA - 1) < 0.03

# ---------- test: analytic force and tension by finite differences ----------
s0, step = R_test / L, 3e-5
for f in projectors.values():
    _, force, tension = observables(*f, s0)
    up, down = (observables(*f, s0 + k * step / L)[0] for k in (1, -1))
    assert abs(-(up - down) / (2 * step) - force) < 1e-6
    up, down = (observables(*f, s0, L + k * step)[0] for k in (1, -1))
    assert abs((up - down) / (2 * step) - tension) < 1e-6

# ---------- test: King-Smith equation and smallness of its tail ----------
x_r, w_r = gauss(0, R0, 200)


def transform(proj, q):
    return 2 * np.cos(np.outer(q, x_r)) @ (w_r * proj(x_r))


stationarity = np.max(np.abs(transform(ks, q_free) - ks_free))
assert stationarity < 1e-8
x_out = np.linspace(R0, 60.0, 5801)
cos_out = np.cos(np.outer(x_out, q_all))


def tail_norm(spectrum):
    chi2 = (cos_out @ (w_all * spectrum) / np.pi)**2
    dx = x_out[1] - x_out[0]
    return np.sqrt(2 * dx * (chi2.sum() - 0.5 * (chi2[0] + chi2[-1])))


ramp = np.clip((q_all - GC) / (GAMMA - GC), 0, 1)
tails = {"King-Smith": tail_norm(ks_hat),
         "free band kept as in p": tail_norm(raw_hat(q_all)),
         "free band set to zero": tail_norm(raw_hat(q_all) * (q_all < GC)),
         "cosine taper": tail_norm(raw_hat(q_all)
                                   * np.cos(np.pi * ramp / 2)**2)}
assert all(tails["King-Smith"] < t for k, t in tails.items()
           if k != "King-Smith")

# ---------- test: filters suppress aliases and ripple ----------
q_alias = K + G
leak = {"raw": np.max(np.abs(raw_hat(q_alias)))}
band_error = {}
for name, f in (("King-Smith", ks), ("mask", masked)):
    leak[name] = np.max(np.abs(transform(f, q_alias)))
    band_error[name] = np.max(np.abs(transform(f, G) - raw_hat(G)))
    assert leak[name] < leak["raw"] / 20
    assert np.ptp(scan[name][:, 0]) < np.ptp(scan["raw"][:, 0]) / 20
    assert np.ptp(scan[name][:, 0]) < np.ptp(fine[:, 0])
    assert np.max(abs(scan[name][:, 1])) < np.max(abs(scan["raw"][:, 1])) / 20
    assert np.ptp(scan[name][:, 2]) < np.ptp(scan["raw"][:, 2]) / 5

# ---------- printed numbers ----------
print(f"cell L = {L:.1f} A, points N = {N}, spacing h = {h:.3f} A")
print(f"plane waves = {len(n)}, D = {D:.1f} eV, Q = {Q:.2f}")
print(f"raw range rc = {RC:.1f} A, filtered range R0 = {R0:.1f} A")
print(f"mean grid points in range: raw {2*RC/h:.1f}, filtered {2*R0/h:.1f}")
print(f"Gc = {GC:.3f} 1/A, kinetic cutoff = {HB2M*GC**2:.1f} eV")
print(f"grid cutoff pi/h = {np.pi/h:.3f} 1/A, K = {K:.3f} 1/A")
print(f"alias threshold Gamma = {GAMMA:.3f} 1/A, mask beta = {BETA:.3f}")
print(f"p_hat(0) = {raw_hat(0.0):.5f} A^0.5, p_hat(K) = {raw_hat(K):.3e} A^0.5")
print(f"grid sum minus alias series, largest = {alias_error:.1e}")
print(f"change on deleting Gc<|q|<Gamma = {harmless_change:.1e}")
print(f"energy ripple on deleting |q|>Gamma = {np.ptp(e_clean):.1e} eV")
print(f"exact-projection energy E0 = {E0:.5f} eV, P0 = {P0:.5f}")
print(f"effective strength D-E0*Q = {D-E0*Q:.4f} eV")
print(f"alias sum L^-0.5 sum a_G p_hat(G+K) = {alias_sum:.4e}")
print(f"A: first order {1e3*A:.4f} meV, from scan {1e3*A_scan:.4f} meV")
print(f"K*A: first order {K*A:.5f} eV/A, from scan {F_scan:.5f} eV/A")
print(f"dA/dL: first order {1e3*dA:.4f} meV/A, from scan {1e3*dA_scan:.4f} meV/A")
for name, t in tails.items():
    print(f"tail norm outside R0, {name}: {t:.3e}")
print(f"King-Smith equation, largest residual = {stationarity:.1e} A^0.5")
for name, value in leak.items():
    print(f"largest first-alias component, {name}: {value:.3e} A^0.5")
for name, value in band_error.items():
    print(f"largest in-band change, {name}: {value:.3e} A^0.5")
for name, data in scan.items():
    print(f"{name}: energy ripple peak to peak = {1e3*np.ptp(data[:, 0]):.5f} meV")
    print(f"{name}: largest false force = {1e3*np.max(abs(data[:, 1])):.4f} meV/A")
    print(f"{name}: tension ripple p-p = {1e3*np.ptp(data[:, 2]):.5f} meV/A")
    print(f"{name}: mean energy minus E0 = {1e3*(data[:, 0].mean()-E0):.5f} meV")
for name in ("King-Smith", "mask"):
    gain = np.ptp(scan["raw"][:, 0]) / np.ptp(scan[name][:, 0])
    print(f"{name}: energy ripple reduced by factor {gain:.0f}")
print(f"raw, h/2: energy ripple p-p = {1e3*np.ptp(fine[:, 0]):.4f} meV")
print(f"raw, h/2: largest false force = {1e3*np.max(abs(fine[:, 1])):.3f} meV/A")
print(f"raw energy ripple p-p = {np.ptp(scan['raw'][:, 0])/HARTREE:.3e} hartree")
print("all tests passed")
```

Output:

```
cell L = 12.0 A, points N = 40, spacing h = 0.300 A
plane waves = 25, D = -25.0 eV, Q = 0.20
raw range rc = 1.0 A, filtered range R0 = 2.0 A
mean grid points in range: raw 6.7, filtered 13.3
Gc = 6.545 1/A, kinetic cutoff = 163.2 eV
grid cutoff pi/h = 10.472 1/A, K = 20.944 1/A
alias threshold Gamma = 14.399 1/A, mask beta = 7.854
p_hat(0) = 1.18322 A^0.5, p_hat(K) = -1.523e-03 A^0.5
grid sum minus alias series, largest = 6.1e-14
change on deleting Gc<|q|<Gamma = 6.1e-17
energy ripple on deleting |q|>Gamma = 2.8e-13 eV
exact-projection energy E0 = -15.26414 eV, P0 = 0.86931
effective strength D-E0*Q = -21.9472 eV
alias sum L^-0.5 sum a_G p_hat(G+K) = -4.8296e-04
A: first order 36.8572 meV, from scan 36.8622 meV
K*A: first order 0.77194 eV/A, from scan 0.77186 eV/A
dA/dL: first order 34.0710 meV/A, from scan 34.0366 meV/A
tail norm outside R0, King-Smith: 3.869e-06
tail norm outside R0, free band kept as in p: 1.298e-03
tail norm outside R0, free band set to zero: 1.130e-02
tail norm outside R0, cosine taper: 2.642e-04
King-Smith equation, largest residual = 1.3e-14 A^0.5
largest first-alias component, raw: 4.233e-03 A^0.5
largest first-alias component, King-Smith: 3.285e-06 A^0.5
largest first-alias component, mask: 3.660e-06 A^0.5
largest in-band change, King-Smith: 1.809e-06 A^0.5
largest in-band change, mask: 3.522e-06 A^0.5
raw: energy ripple peak to peak = 73.23954 meV
raw: largest false force = 933.3305 meV/A
raw: tension ripple p-p = 72.35265 meV/A
raw: mean energy minus E0 = -0.07869 meV
King-Smith: energy ripple peak to peak = 0.00770 meV
King-Smith: largest false force = 0.1558 meV/A
King-Smith: tension ripple p-p = 0.02214 meV/A
King-Smith: mean energy minus E0 = 0.00092 meV
mask: energy ripple peak to peak = 0.00875 meV
mask: largest false force = 0.1624 meV/A
mask: tension ripple p-p = 0.02206 meV/A
mask: mean energy minus E0 = 0.00312 meV
King-Smith: energy ripple reduced by factor 9510
mask: energy ripple reduced by factor 8368
raw, h/2: energy ripple p-p = 8.0418 meV
raw, h/2: largest false force = 214.463 meV/A
raw energy ripple p-p = 2.692e-03 hartree
all tests passed
```
